**Climbing-image band for a model chemisorption barrier**

The program locates the saddle between a physisorbed and a bonded precursor on a periodic elastic sheet; $h$ and $s$ are the precursor's heights above the bonding atom and above the mean of its neighbours, $G$ is the pucker compliance of the sheet, and $L$ is the cell edge. It asserts that the analytic gradient agrees with finite differences and that climbing barriers from bands of 5, 7, 9 and 13 images agree within 10 µeV. It asserts one imaginary mode at the saddle in every cell and, for the 4 by 4 cell, descent from the saddle to both minima. A straight diffusion band over a hollow site serves as a negative control and is asserted to converge to a point with two imaginary modes. For each cell, the band barrier is compared with one from a two-dimensional surface on which the sheet has been eliminated, and the two must agree within 10 µeV. From the 4 by 4 cell upward, the cell error must follow the sum of a dipole term in $L^{-3}$ and an elastic term within 0.3 meV. The output shows an infinite-cell barrier of 0.56855 eV, a plain five-image band that is 0.168 eV too low, and a remaining cell error of 0.65 meV at $L=2$ nm. All parameters are round model values, not a first-principles description of a material.

## Numerical verification

```python
"""
RESULT UNDER TEST
A converged climbing-image elastic band gives a stationary point whose energy does
not depend on the number of images. It is the chemisorption transition state only
if it has one imaginary mode that leads to both minima. The cell error is, to first
order, a dipole term in L^-3 plus a short-ranged elastic term.

SYMBOLS (eV, nm, atomic mass units)
x, y, z : precursor position; u : out-of-plane displacements of n*n sheet atoms
h : height over the bonding atom; s : height over the mean of its four neighbours
V1, V2 : physisorbed and bonded diabatic energies; COUPLING : their mixing
G : pucker compliance of the sheet; L = n*SPACING : cell edge
The model lets only sheet atom 0 form a bond. Parameters are round model values.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.ndimage import label
from scipy.optimize import root

SPACING = 0.25
K_SUB, K_BEND = 40.0, 20.0
D_PHYS, A_PHYS, S_PHYS, CORR = 0.40, 12.0, 0.35, 0.10
D_BOND, A_BOND, H_BOND, E_PROMO = 3.0, 15.0, 0.20, 2.30
K_LAT, COUPLING = 150.0, 0.25
DIPOLE, DIP_LEN = 0.05, 0.10
MASS_PRE, MASS_SHEET = 72.0, 24.0
TEMP, POLARIZ = 473.0, 0.010
STEP_LATERAL, STEP_OTHER = 1 / 1500, 1 / 5000
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
KT = const.k * TEMP / const.e
HBAR_EV = const.hbar / const.e
WAVE = 2 * np.pi / SPACING

# Dipole sum of the square lattice: direct disk sum with its continuum tail,
# compared with the closed form in zeta functions.
radius = 400
grid1 = np.arange(-radius, radius + 1)
dist2 = (grid1[:, None]**2 + grid1[None, :]**2).astype(float)
inside = (dist2 > 0) & (dist2 <= radius**2)
LATTICE_SUM = np.sum(dist2[inside]**-1.5) + 2 * np.pi / radius
beta32 = (mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75)) / 8
assert abs(LATTICE_SUM - float(4 * mp.zeta(1.5) * beta32)) < 1e-3


class Cell:
    """Periodic sheet: stiffness matrix, neighbour average, dipole factor."""

    def __init__(self, n):
        self.n, self.size, self.edge = n, n * n, n * SPACING
        lap = -4.0 * np.eye(n * n)
        for i in range(n):
            for j in range(n):
                for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1)):
                    lap[i * n + j, ((i + di) % n) * n + (j + dj) % n] += 1
        self.stiff = K_SUB * np.eye(n * n) + K_BEND * lap @ lap
        self.mean = lap[0] / 4
        self.mean[0] += 1
        self.dip = LATTICE_SUM * COULOMB / self.edge**3
        self.step = np.r_[STEP_LATERAL, STEP_LATERAL,
                          np.full(n * n + 1, STEP_OTHER)]
        self.mass = np.r_[np.full(3, MASS_PRE), np.full(n * n, MASS_SHEET)]


def energy_gradient(R, cell):
    """Energies and analytic gradients for a stack of configurations."""
    x, y, z, u = R[:, 0], R[:, 1], R[:, 2], R[:, 3:]
    h, s = z - u[:, 0], z - u @ cell.mean
    e1 = np.exp(-A_PHYS * (s - S_PHYS))
    e2 = np.exp(-A_BOND * (h - H_BOND))
    rough = CORR * (2 - np.cos(WAVE * x) - np.cos(WAVE * y)) / 4
    v1 = D_PHYS * (e1**2 - 2 * e1 + rough * e1**3)
    v2 = E_PROMO + D_BOND * (e2**2 - 2 * e2) + 0.5 * K_LAT * (x * x + y * y)
    half = (v2 - v1) / 2
    rad = np.sqrt(half**2 + COUPLING**2)
    w2 = 0.5 - half / (2 * rad)
    w1 = 1 - w2
    f1 = -w1 * A_PHYS * D_PHYS * (2 * e1**2 - 2 * e1 + 3 * rough * e1**3)
    f2 = -w2 * A_BOND * D_BOND * (2 * e2**2 - 2 * e2)
    udip = 0.5 * cell.dip * DIPOLE**2 * np.exp(-2 * (h - H_BOND) / DIP_LEN)
    f2 = f2 - 2 * udip / DIP_LEN
    ku = u @ cell.stiff
    E = (v1 + v2) / 2 - rad + udip + 0.5 * np.sum(u * ku, axis=1)
    g = np.empty_like(R)
    lateral = w1 * D_PHYS * CORR * e1**3 * WAVE / 4
    g[:, 0] = lateral * np.sin(WAVE * x) + w2 * K_LAT * x
    g[:, 1] = lateral * np.sin(WAVE * y) + w2 * K_LAT * y
    g[:, 2] = f1 + f2
    g[:, 3:] = ku - f1[:, None] * cell.mean
    g[:, 3] -= f2
    return E, g


def relax_point(q, cell):
    q = q.copy()
    for _ in range(12000):
        E, g = energy_gradient(q[None], cell)
        if np.abs(g).max() < 1e-7:
            break
        q -= cell.step * g[0]
    assert np.abs(g).max() < 1e-6
    return q, E[0]


def start_point(cell, x, y, z):
    return np.r_[x, y, z, np.zeros(cell.size)]


def first_band(a, b, images, bow):
    t = np.linspace(0, 1, images + 2)[:, None]
    R = a + t * (b - a)
    R[:, 0] += bow * np.sin(np.pi * t[:, 0])
    return R


def relax_band(R, cell, spring, climb, tol=1e-3, limit=8000):
    """Elastic band with energy-weighted tangents; returns band and residual."""
    R = R.copy()
    for _ in range(limit):
        E, g = energy_gradient(R, cell)
        dp, dm = R[2:] - R[1:-1], R[1:-1] - R[:-2]
        ep, em = E[2:] - E[1:-1], E[1:-1] - E[:-2]
        big = np.maximum(abs(ep), abs(em))
        small = np.minimum(abs(ep), abs(em))
        rising, falling = (ep > 0) & (em > 0), (ep < 0) & (em < 0)
        ahead = ep + em > 0
        wp = np.where(rising, 1, np.where(falling, 0, np.where(ahead, big, small)))
        wm = np.where(rising, 0, np.where(falling, 1, np.where(ahead, small, big)))
        t = wp[:, None] * dp + wm[:, None] * dm
        t /= np.sqrt(np.sum(t * t, axis=1))[:, None]
        gi = g[1:-1]
        along = np.sum(gi * t, axis=1)
        pull = spring * (np.sqrt(np.sum(dp**2, axis=1))
                         - np.sqrt(np.sum(dm**2, axis=1)))
        coef = along + pull
        top = int(np.argmax(E[1:-1]))
        if climb:
            coef[top] = 2 * along[top]
        force = -gi + coef[:, None] * t
        residual = np.abs(force).max()
        if residual < tol:
            break
        R[1:-1] += cell.step * force
    return R, E, top + 1, residual


def hessian(q, cell, d=1e-5):
    shifts = d * np.eye(q.size)
    H = (energy_gradient(q + shifts, cell)[1]
         - energy_gradient(q - shifts, cell)[1]) / (2 * d)
    return (H + H.T) / 2


def mode_omegas(q, cell):
    """Angular frequencies in rad/s; a negative sign marks an imaginary mode."""
    m = np.sqrt(cell.mass)
    val, vec = np.linalg.eigh(hessian(q, cell) / np.outer(m, m))
    scale = const.e * 1e18 / const.atomic_mass
    return np.sign(val) * np.sqrt(abs(val) * scale), vec / m[:, None]


def compliance(n):
    """Pucker compliance from the sum over sheet wave vectors."""
    c = np.cos(2 * np.pi * np.arange(n) / n)
    lam = 4 - 2 * c[:, None] - 2 * c[None, :]
    return np.mean((lam / 4)**2 / (K_SUB + K_BEND * lam**2))


def diabats(h, s):
    a = np.exp(-A_PHYS * (s - S_PHYS))
    b = np.exp(-A_BOND * (h - H_BOND))
    return D_PHYS * ((a - 1)**2 - 1), E_PROMO + D_BOND * ((b - 1)**2 - 1)


def dipole_at(h):
    return DIPOLE * np.exp(-(h - H_BOND) / DIP_LEN)


def reduced_energy(h, s, G, dip):
    """Energy over the bonding atom after exact elimination of the sheet."""
    v1, v2 = diabats(h, s)
    M = np.empty(np.broadcast(h, s).shape + (2, 2))
    M[..., 0, 0] = v1
    M[..., 1, 1] = v2
    M[..., 0, 1] = COUPLING
    M[..., 1, 0] = COUPLING
    low = np.linalg.eigvalsh(M)[..., 0]
    return low + 0.5 * (s - h)**2 / G + 0.5 * dip * dipole_at(h)**2


def reduced_stationary(guess, G, dip):
    d = 1e-5

    def grad(p):
        h, s = p
        return np.array([
            reduced_energy(h + d, s, G, dip) - reduced_energy(h - d, s, G, dip),
            reduced_energy(h, s + d, G, dip) - reduced_energy(h, s - d, G, dip)
        ]) / (2 * d)
    p = root(grad, guess).x
    assert np.abs(grad(p)).max() < 1e-4
    return p, float(reduced_energy(p[0], p[1], G, dip))


# Analytic gradient against finite differences of the energy.
cell4 = Cell(4)
rng = np.random.default_rng(3)
probe = start_point(cell4, 0.02, -0.03, 0.28)
probe[3:] += 0.01 * rng.standard_normal(cell4.size)
eye = 1e-5 * np.eye(probe.size)
numeric = (energy_gradient(probe + eye, cell4)[0]
           - energy_gradient(probe - eye, cell4)[0]) / 2e-5
assert np.allclose(numeric, energy_gradient(probe[None], cell4)[1][0], atol=1e-4)

# Infinite sheet: the level at which the two basins join, found without a band.
G_INF = compliance(400)
axis = np.linspace(0.15, 0.45, 301)
surface = reduced_energy(axis[:, None], axis[None, :], G_INF, 0.0)
i_chem, i_phys = np.argmin(abs(axis - H_BOND)), np.argmin(abs(axis - S_PHYS))
low, high = max(surface[i_chem, i_chem], surface[i_phys, i_phys]) + 1e-9, 3.0
for _ in range(45):
    level = (low + high) / 2
    basins = label(surface < level, structure=np.ones((3, 3)))[0]
    if basins[i_chem, i_chem] == basins[i_phys, i_phys]:
        high = level
    else:
        low = level
ih, js = np.unravel_index(np.argmin(abs(surface - high)), surface.shape)
ts_inf, e_ts_inf = reduced_stationary([axis[ih], axis[js]], G_INF, 0.0)
ph_inf, e_ph_inf = reduced_stationary([S_PHYS, S_PHYS], G_INF, 0.0)
barrier_inf = e_ts_inf - e_ph_inf
assert abs(e_ts_inf - high) < 0.005

print(f"Sheet spacing {SPACING} nm; temperature {TEMP:.0f} K")
print(f"Substrate, bending springs: {K_SUB:.0f}, {K_BEND:.0f} eV/nm^2")
print(f"Physisorption: depth {D_PHYS} eV, range {A_PHYS} /nm, height {S_PHYS} nm")
print(f"Corrugation factor {CORR}; lateral bond spring {K_LAT:.0f} eV/nm^2")
print(f"Bond: depth {D_BOND} eV, range {A_BOND} /nm, length {H_BOND} nm")
print(f"Promotion energy {E_PROMO} eV; coupling {COUPLING} eV")
print(f"Bond dipole {DIPOLE} e nm, decay length {DIP_LEN} nm")
print(f"Masses: precursor {MASS_PRE:.0f} u, sheet node {MASS_SHEET:.0f} u")
print(f"Square-lattice dipole sum: {LATTICE_SUM:.4f}")
print(f"Basin-joining level on grid: {high - e_ph_inf:.4f} eV above physisorbed")
print(f"Infinite-cell barrier (no band): {barrier_inf:.5f} eV")
print(f"Infinite-cell saddle: h = {ts_inf[0]:.4f} nm, s = {ts_inf[1]:.4f} nm")

# Number of images, at fixed cell n = 4.
phys4, e_phys4 = relax_point(start_point(cell4, 0, 0, S_PHYS), cell4)
chem4, e_chem4 = relax_point(start_point(cell4, 0, 0, H_BOND), cell4)
heights, deficits = [], []
print(f"Lateral step {STEP_LATERAL:.6f} nm^2/eV, other {STEP_OTHER:.6f} nm^2/eV")
print("Image study, n = 4: images, plain top (eV), climbing (eV), spacing (nm)")
for images in (5, 7, 9, 13):
    R, E, top, res = relax_band(first_band(phys4, chem4, images, 0.02),
                                cell4, 500.0, False)
    assert res < 0.05, f"plain band, {images} images, residual {res:.3e} eV/nm"
    plain = E[top] - e_phys4
    gap = max(np.linalg.norm(R[top + 1] - R[top]),
              np.linalg.norm(R[top] - R[top - 1]))
    # Sideways stiffness that the tilting tangent adds: slope over spacing.
    lengths = np.linalg.norm(np.diff(R, axis=0), axis=1)
    tilt_stiff = np.max(abs(np.diff(E)) / lengths**2)
    assert STEP_LATERAL * (tilt_stiff + K_LAT) < 2
    R, E, top, res = relax_band(R, cell4, 500.0, True)
    assert res < 2e-3, f"climbing band, {images} images, residual {res:.3e} eV/nm"
    saddle4 = R[top].copy()
    assert np.linalg.norm(energy_gradient(saddle4[None], cell4)[1]) < 0.02
    heights.append(E[top] - e_phys4)
    deficits.append(heights[-1] - plain)
    curvature = np.linalg.eigvalsh(hessian(saddle4, cell4))[0]
    bound = 0.5 * abs(curvature) * (gap / 2)**2
    assert -2e-3 < deficits[-1] < 1.3 * bound
    print(f"  {images:2d}  {plain:.5f}  {heights[-1]:.5f}  {gap:.4f}"
          f"  miss {1e3 * deficits[-1]:.2f} meV, estimate {1e3 * bound:.1f} meV,"
          f" tilt stiffness {tilt_stiff:.0f} eV/nm^2")
assert np.ptp(heights) < 1e-5 and max(deficits) > 1e-3
print(f"Spread of climbing barriers: {1e6 * np.ptp(heights):.3f} micro-eV")
print(f"Lowest Cartesian curvature at saddle: {curvature:.0f} eV/nm^2")

# The single unstable mode must lead to the two intended minima.
omega4, modes4 = mode_omegas(saddle4, cell4)
assert np.sum(omega4 < 0) == 1
kick = 0.003 * modes4[:, 0] / np.linalg.norm(modes4[:, 0])
ends = [relax_point(saddle4 + sign * kick, cell4)[0] for sign in (1, -1)]
ends.sort(key=lambda q: q[2])
miss_chem = np.linalg.norm(ends[0] - chem4)
miss_phys = np.linalg.norm(ends[1] - phys4)
assert max(miss_chem, miss_phys) < 1e-4
print(f"Descent ends at z = {ends[0][2]:.4f} nm and z = {ends[1][2]:.4f} nm")
print(f"Chemisorbed minus physisorbed energy, n = 4: {e_chem4 - e_phys4:.4f} eV")

# Negative control: a straight diffusion band held over a hollow by symmetry.
far4, _ = relax_point(start_point(cell4, SPACING, SPACING, S_PHYS), cell4)
R, E, top, res = relax_band(first_band(phys4, far4, 7, 0.0), cell4, 200.0, True)
assert res < 2e-3, f"control band, residual {res:.3e} eV/nm"
omega_bad, _ = mode_omegas(R[top], cell4)
assert np.sum(omega_bad < 0) == 2
print(f"Control band over hollow: height {E[top] - e_phys4:.4f} eV, "
      f"imaginary modes {np.sum(omega_bad < 0)}")

# Surface-cell size, each cell against the reduced surface and first-order law.
pucker_ts = (ts_inf[1] - ts_inf[0]) / G_INF
pucker_ph = (ph_inf[1] - ph_inf[0]) / G_INF
dip_gain = dipole_at(ts_inf[0])**2 - dipole_at(ph_inf[0])**2
barriers = {}
print("Cell study: n, L (nm), barrier (eV), error, dipole, elastic part (meV)")
for n in (3, 4, 5, 6, 8):
    cell = Cell(n)
    G = compliance(n)
    pattern = -cell.mean
    pattern[0] += 1
    assert abs(G - pattern @ np.linalg.solve(cell.stiff, pattern)) < 1e-12
    phys, e_phys = relax_point(start_point(cell, 0, 0, S_PHYS), cell)
    chem, _ = relax_point(start_point(cell, 0, 0, H_BOND), cell)
    R, _, _, _ = relax_band(first_band(phys, chem, 7, 0.02), cell, 500.0,
                            False, limit=500)
    R, E, top, res = relax_band(R, cell, 500.0, True)
    assert res < 2e-3, f"cell {n}, residual {res:.3e} eV/nm"
    saddle = R[top].copy()
    barriers[n] = E[top] - e_phys
    direct = (reduced_stationary(ts_inf, G, cell.dip)[1]
              - reduced_stationary(ph_inf, G, cell.dip)[1])
    assert abs(barriers[n] - direct) < 1e-5
    omega_ts, _ = mode_omegas(saddle, cell)
    omega_ph, _ = mode_omegas(phys, cell)
    omega_ch, _ = mode_omegas(chem, cell)
    assert np.sum(omega_ts < 0) == 1
    assert omega_ph[0] > 0 and omega_ch[0] > 0
    part_dip = 0.5 * cell.dip * dip_gain
    part_el = -0.5 * (pucker_ts**2 - pucker_ph**2) * (G - G_INF)
    error = barriers[n] - barrier_inf
    if n >= 4:
        assert abs(error - part_dip - part_el) < 3e-4
    print(f"  {n}  {cell.edge:.2f}  {barriers[n]:.5f}  {1e3 * error:.3f}"
          f"  {1e3 * part_dip:.3f}  {1e3 * part_el:.3f}")
extrapolated = (8**3 * barriers[8] - 6**3 * barriers[6]) / (8**3 - 6**3)
assert abs(extrapolated - barrier_inf) < 1e-3
print(f"L^-3 extrapolation from n = 6, 8: {extrapolated:.5f} eV")
print(f"Pucker at infinite-cell saddle: {ts_inf[1] - ts_inf[0]:.4f} nm, "
      f"force {pucker_ts:.2f} eV/nm")
print(f"Pucker compliance, infinite sheet: {G_INF:.6f} nm^2/eV")

# Harmonic rate and neglected effects, from the largest cell.
w_im = abs(omega_ts[0])
log_ratio = np.sum(np.log(omega_ph)) - np.sum(np.log(omega_ts[1:]))
prefactor = np.exp(log_ratio) / (2 * np.pi)
rate = prefactor * np.exp(-barriers[8] / KT)
zero_point = 0.5 * HBAR_EV * (np.sum(omega_ts[1:]) - np.sum(omega_ph))
wigner = 1 + (HBAR_EV * w_im / KT)**2 / 24
crossover = const.hbar * w_im / (2 * np.pi * const.k)
gas = np.linalg.eigvalsh([[0.0, COUPLING], [COUPLING, E_PROMO]])[0]
d = 1e-5
plus = diabats(ts_inf[0] + d, ts_inf[1] + d)
minus = diabats(ts_inf[0] - d, ts_inf[1] - d)
slope_gap = abs((plus[1] - plus[0]) - (minus[1] - minus[0])) / (2 * d)
speed = np.sqrt(const.k * TEMP / (MASS_PRE * const.atomic_mass)) * 1e9
lz_exponent = 2 * np.pi * COUPLING**2 / (HBAR_EV * speed * slope_gap)
print(f"Imaginary mode, n = 8: {w_im / (2 * np.pi * const.c * 100):.1f}i cm^-1")
print(f"Lowest real saddle mode, n = 8: "
      f"{omega_ts[1] / (2 * np.pi * const.c * 100):.1f} cm^-1")
print(f"Desorption energy, infinite cell: {gas - e_ph_inf:.4f} eV")
print(f"Saddle above free precursor: {e_ts_inf - gas:.4f} eV")
print(f"Harmonic prefactor: {prefactor:.3e} 1/s; rate {rate:.3e} 1/s")
print(f"Neglected zero-point shift of barrier: {1e3 * zero_point:.2f} meV")
print(f"Neglected tunnelling factor (Wigner): {wigner:.4f}")
print(f"Tunnelling crossover temperature: {crossover:.1f} K")
print(f"Landau-Zener exponent at thermal speed: {lz_exponent:.1f}")
print(f"Assumed polarizability volume: {POLARIZ:.3f} nm^3")
print(f"Neglected depolarization, n = 3 and 8: "
      f"{100 * POLARIZ * LATTICE_SUM / (3 * SPACING)**3:.1f} and "
      f"{100 * POLARIZ * LATTICE_SUM / (8 * SPACING)**3:.1f} percent of dipole")
print("ALL CHECKS PASSED")
```

Printed output:

```
Sheet spacing 0.25 nm; temperature 473 K
Substrate, bending springs: 40, 20 eV/nm^2
Physisorption: depth 0.4 eV, range 12.0 /nm, height 0.35 nm
Corrugation factor 0.1; lateral bond spring 150 eV/nm^2
Bond: depth 3.0 eV, range 15.0 /nm, length 0.2 nm
Promotion energy 2.3 eV; coupling 0.25 eV
Bond dipole 0.05 e nm, decay length 0.1 nm
Masses: precursor 72 u, sheet node 24 u
Square-lattice dipole sum: 9.0336
Basin-joining level on grid: 0.5685 eV above physisorbed
Infinite-cell barrier (no band): 0.56855 eV
Infinite-cell saddle: h = 0.2520 nm, s = 0.2823 nm
Lateral step 0.000667 nm^2/eV, other 0.000200 nm^2/eV
Image study, n = 4: images, plain top (eV), climbing (eV), spacing (nm)
   5  0.40315  0.57152  0.0294  miss 168.37 meV, estimate 288.9 meV, tilt stiffness 552 eV/nm^2
   7  0.47691  0.57152  0.0224  miss 94.61 meV, estimate 168.5 meV, tilt stiffness 793 eV/nm^2
   9  0.54434  0.57152  0.0183  miss 27.18 meV, estimate 111.5 meV, tilt stiffness 993 eV/nm^2
  13  0.56780  0.57152  0.0132  miss 3.72 meV, estimate 58.6 meV, tilt stiffness 1398 eV/nm^2
Spread of climbing barriers: 0.051 micro-eV
Lowest Cartesian curvature at saddle: -2678 eV/nm^2
Descent ends at z = 0.2008 nm and z = 0.3491 nm
Chemisorbed minus physisorbed energy, n = 4: -0.2612 eV
Control band over hollow: height 0.0491 eV, imaginary modes 2
Cell study: n, L (nm), barrier (eV), error, dipole, elastic part (meV)
  3  0.75  0.58122  12.672  11.644  1.031
  4  1.00  0.57152  2.968  4.912  -1.963
  5  1.25  0.56988  1.329  2.515  -1.192
  6  1.50  0.56961  1.061  1.456  -0.395
  8  2.00  0.56919  0.645  0.614  0.031
L^-3 extrapolation from n = 6, 8: 0.56889 eV
Pucker at infinite-cell saddle: 0.0302 nm, force 12.26 eV/nm
Pucker compliance, infinite sheet: 0.002466 nm^2/eV
Imaginary mode, n = 8: 380.9i cm^-1
Lowest real saddle mode, n = 8: 63.0 cm^-1
Desorption energy, infinite cell: 0.4026 eV
Saddle above free precursor: 0.1660 eV
Harmonic prefactor: 1.807e+11 1/s; rate 1.557e+05 1/s
Neglected zero-point shift of barrier: 0.52 meV
Neglected tunnelling factor (Wigner): 1.0559
Tunnelling crossover temperature: 87.2 K
Landau-Zener exponent at thermal speed: 51.6
Assumed polarizability volume: 0.010 nm^3
Neglected depolarization, n = 3 and 8: 21.4 and 1.1 percent of dipole
ALL CHECKS PASSED
```
